\section*{Critical Radius for Unfaulting a Frank Loop in Silicon}

\section{Two loops with constant line energy}

Annealing implanted silicon gathers excess interstitials into dislocation loops. A faulted loop pays for its boundary and for the stacking fault it encloses. A perfect loop has no fault but a more costly boundary.

Take first a constant line energy, $w_F$ per length for the faulted loop and $w_P>w_F$ for the perfect one. For circles of radius $R$ and fault energy $\gamma$ per area,
\begin{equation}
E_F=2\pi R\,w_F+\pi R^2\gamma,\qquad E_P=2\pi R\,w_P .
\end{equation}
Setting $E_F=E_P$ and dividing by $\pi R$ gives
\begin{equation}
R_c=\frac{2(w_P-w_F)}{\gamma}.
\label{eq:simple}
\end{equation}
Area grows faster than perimeter, so the faulted loop is favoured below $R_c$ and the perfect loop above it. In this special case $R_c$ is strictly proportional to $1/\gamma$.

Elasticity must supply $w_P-w_F$. A dislocation has a long-range strain field, so its line energy contains the logarithm of the loop size. That logarithm changes the power law.

\section{The Burgers vectors}

Let $a$ be the cubic lattice parameter and $\mathbf n=[111]/\sqrt3$ the loop normal. The interstitial Frank loop has Burgers vector $\frac a3[111]$ and encloses an extrinsic fault. A shear restores the stacking:
\begin{equation}
\frac a3[111]+\frac a6[11\bar2]=\frac a2[110].
\end{equation}
The added vector is perpendicular to $\mathbf n$, because $1+1-2=0$. Both loops therefore have the same normal part $b_n$, and the perfect loop has an extra shear part $b_s$:
\begin{equation}
b_n=\frac a{\sqrt3},\qquad b_s=\frac a6\sqrt{1+1+4}=\frac a{\sqrt6}.
\end{equation}

No smaller shear will do. A lattice translation is $\frac a2(p,q,r)$ with integers of even sum. Its normal part equals $b_n$ if $p+q+r=2$. Its squared shear part is then $a^2(p^2+q^2+r^2)/4-a^2/3$. The smallest sum of squares compatible with $p+q+r=2$ is 2, reached by the three permutations of $(1,1,0)$, and the squared shear is $a^2/6$. For an extrinsic fault this net shear is made of two Shockley shears on neighbouring planes; the energy of the final state depends on their sum.

Silicon has eight atoms per cell of volume $a^3$, so a loop stores
\begin{equation}
N=\frac{\pi R^2b_n}{a^3/8}
\end{equation}
interstitials. Since $b_n$ is unchanged, two loops of the same outline store the same number. The chemical potential of interstitials, however large their supersaturation, cancels from the comparison.

\section{Elastic energy of a planar displacement jump}

Assume an infinite, isotropic, linear elastic crystal without applied stress, with shear modulus $\mu$, Lam\'e constant $\lambda$ and Poisson ratio $\nu$. The displacement jumps by $\mathbf b$ across the part of the plane $z=0$ where $S(\mathbf x)=1$; elsewhere $S=0$. The jump is represented by a stress-free strain $\varepsilon^*_{ij}S\,\delta(z)$ with
\begin{equation}
\varepsilon^*_{ij}=\tfrac12(b_in_j+n_ib_j),\qquad
\sigma^*_{ij}=\lambda b_n\delta_{ij}+\mu(b_in_j+n_ib_j).
\end{equation}

The elastic energy is half the integral of stress times elastic strain, which is total strain minus stress-free strain. In equilibrium the stress does no net work on the total strain, so the energy is $-\frac12\int\varepsilon^*\!:\sigma$. For a Fourier mode with wave vector $q\hat{\mathbf q}$, put $f_i=\sigma^*_{ij}\hat q_j$. Force balance reads
\begin{equation}
q^2\Gamma\mathbf u=-iq\,\mathbf f,\qquad
\Gamma=\mu\,\mathbf 1+(\lambda+\mu)\hat{\mathbf q}\hat{\mathbf q}.
\end{equation}
Inserting $\mathbf u=-i\Gamma^{-1}\mathbf f/q$ gives the mode energy $\frac12B$, times the squared amplitude of $S$, with
\begin{equation}
B=\varepsilon^*\!:\sigma^*-\mathbf f\cdot\Gamma^{-1}\mathbf f .
\end{equation}

Let $\mathbf m$ be the direction of the in-plane wave vector $\mathbf k$ and $\mathbf t$ the in-plane direction perpendicular to it. Write $\hat{\mathbf q}=c\,\mathbf m+s\,\mathbf n$ with $c=\cos\varphi$, $s=\sin\varphi$, and let $\mathbf e=-s\,\mathbf m+c\,\mathbf n$. The matrix $\Gamma$ has eigenvalue $M=\lambda+2\mu$ along $\hat{\mathbf q}$ and $\mu$ along $\mathbf e$ and $\mathbf t$. The components of $\mathbf f$ are
\begin{align}
f_q&=(M-2\mu c^2)b_n+2\mu sc\,b_m,\\
f_e&=\mu\left[2sc\,b_n+(c^2-s^2)b_m\right],\qquad f_t=\mu s\,b_t .
\end{align}
Therefore
\begin{equation}
B=Mb_n^2+\mu(b_m^2+b_t^2)-\frac{f_q^2}{M}-\frac{f_e^2+f_t^2}{\mu}.
\end{equation}
The coefficients, collected one by one, are
\begin{align}
b_n^2:&\quad 4\mu c^2-\frac{4\mu^2c^4}{M}-4\mu s^2c^2
=4\mu c^4\left(1-\frac\mu M\right),\\
b_m^2:&\quad \mu-\frac{4\mu^2s^2c^2}{M}-\mu(c^2-s^2)^2
=4\mu s^2c^2\left(1-\frac\mu M\right),\\
b_nb_m:&\quad -4\mu sc\left[1-\frac{2\mu c^2}{M}+c^2-s^2\right]
=-8\mu sc^3\left(1-\frac\mu M\right),\\
b_t^2:&\quad \mu(1-s^2)=\mu c^2 .
\end{align}
Since $1-\mu/M=(\lambda+\mu)/(\lambda+2\mu)=1/[2(1-\nu)]$,
\begin{equation}
B=c^2\left[\frac{2\mu}{1-\nu}(c\,b_n-s\,b_m)^2+\mu b_t^2\right].
\end{equation}

The wave number normal to the plane is $k_z=k\tan\varphi$, so $dk_z=k\,d\varphi/c^2$, which cancels the prefactor $c^2$. The integrals of $c^2$ and $s^2$ from $-\pi/2$ to $\pi/2$ are each $\pi/2$, and that of $sc$ is zero. Hence $\int B\,dk_z/2\pi=k\kappa$ with
\begin{equation}
\kappa=\frac\mu2\left[\frac{b_n^2+b_m^2}{1-\nu}+b_t^2\right].
\label{eq:kernel}
\end{equation}
There is no product of normal and shear parts. In this model a shear distribution on the plane does not interact with a normal opening on the same plane.

\section{From the kernel to a circular loop}

A sharp jump gives a divergent energy at large $k$. The core is smoothed by a factor $e^{-kd}$, where $d$ is a core length:
\begin{equation}
E=\frac12\int\frac{d^2k}{(2\pi)^2}\,|S(\mathbf k)|^2\,k\,\kappa\,e^{-kd}.
\end{equation}
Write $k\kappa$ as $k^2\kappa/k$. The two factors of $\mathbf k$ turn $S$ into its gradient, which is concentrated on the loop line and directed along the line normal. The remaining factor $e^{-kd}/k$ is the transform of $1/(2\pi\sqrt{r^2+d^2})$. If $\mathbf m,\mathbf m'$ now denote the outward in-plane normals at two points of the line a distance $r$ apart,
\begin{equation}
\begin{split}
E=\frac{\mu}{8\pi}\oint\!\!\oint\frac{dl\,dl'}{\sqrt{r^2+d^2}}
\Big[&\frac{b_n^2\,\mathbf m\cdot\mathbf m'+(\mathbf b_s\cdot\mathbf m)(\mathbf b_s\cdot\mathbf m')}{1-\nu}\\
&+(\mathbf b_s\times\mathbf m)\cdot(\mathbf b_s\times\mathbf m')\Big].
\end{split}
\label{eq:line}
\end{equation}

On a circle let $\theta$ be the angle between the two points. Then $\mathbf m\cdot\mathbf m'=\cos\theta$, and averaging over a common rotation of both points turns each shear product into $\frac12b_s^2\cos\theta$. The distance is $r=2R\sin(\theta/2)$. With $\epsilon=d/R$ the double integral of $\cos\theta/\sqrt{r^2+d^2}$ is $2\pi R\,I$, where
\begin{equation}
I=\int_0^{2\pi}\frac{\cos\theta\,d\theta}{\sqrt{4\sin^2(\theta/2)+\epsilon^2}} .
\end{equation}

For $\epsilon\ll1$ use $\cos\theta=1-2\sin^2(\theta/2)$. In the second term $\epsilon$ may be dropped, which leaves $-\int_0^{2\pi}\sin(\theta/2)\,d\theta=-4$. In the first, set $u=\theta/2$ and $\eta=\epsilon/2$:
\begin{equation}
\int_0^{2\pi}\frac{d\theta}{\sqrt{4\sin^2(\theta/2)+\epsilon^2}}
=2\int_0^{\pi/2}\frac{du}{\sqrt{\sin^2u+\eta^2}} .
\end{equation}
Split the range at $u_0$ with $\eta\ll u_0\ll1$. Below $u_0$, $\sin u\simeq u$ and the integral is $\ln(2u_0/\eta)$. Above it, $\eta$ is negligible and the integral is $-\ln\tan(u_0/2)\simeq\ln(2/u_0)$. The sum is $\ln(4/\eta)=\ln(8/\epsilon)$, free of $u_0$. Thus
\begin{equation}
I\simeq2\Lambda(R),\qquad \Lambda(R)=\ln\frac{8R}{d}-2 .
\end{equation}

The normal and shear energies become $\kappa_nR\Lambda$ and $\kappa_sR\Lambda$, with
\begin{equation}
\kappa_n=\frac{\mu b_n^2}{2(1-\nu)},\qquad
\kappa_s=\frac{\mu b_s^2(2-\nu)}{4(1-\nu)} .
\end{equation}
The factor $2-\nu$ comes from $1/(1-\nu)+1$, the sum of the edge and screw weights.

\section{The energy balance}

With the same core length for both loops,
\begin{align}
E_F&=\kappa_nR\Lambda(R)+\pi R^2\gamma,\\
E_P&=(\kappa_n+\kappa_s)R\Lambda(R),\\
E_P-E_F&=\kappa_sR\Lambda(R)-\pi R^2\gamma .
\label{eq:gap}
\end{align}
The normal part cancels: the fault is traded against the shear energy alone. Setting the difference to zero, dividing by $\pi\gamma R$ and inserting $b_s^2=a^2/6$,
\begin{equation}
\boxed{R_c=A\left[\ln\frac{8R_c}{d}-2\right],\qquad
A=\frac{\kappa_s}{\pi\gamma}=\frac{\mu a^2(2-\nu)}{24\pi(1-\nu)\gamma}.}
\label{eq:main}
\end{equation}
This is equation (\ref{eq:simple}) with $w_P-w_F=\kappa_s\Lambda(R_c)/2\pi$.

To solve for $R_c$, put $x=R_c/A$ and $C=\ln(8A/d)-2$. Then $x=C+\ln x$, so $xe^{-x}=e^{-C}$. Multiplying by $-1$ gives the defining equation of the Lambert function $W$, and
\begin{equation}
R_c=-A\,W_{-1}\!\left(-e^{-C}\right),\qquad C\ge1 .
\end{equation}
The condition holds because $xe^{-x}$ has the maximum $e^{-1}$, at $x=1$. The branch $W_{-1}$ gives the root $x>1$. The other root, $x<1$, lies between the zero of $\Lambda$, at $0.92\,d$, and $2.5\,d$. At radii this close to $d$ the logarithmic formula is unreliable.

The limiting value $C=1$ means $A=e^3d/8$, or
\begin{equation}
\gamma_{\max}=\frac{8\kappa_s}{\pi e^3d} .
\end{equation}
For larger $\gamma$ the logarithmic model has no crossing. At the limiting value itself $R_c=A\simeq2.5\,d$, so $\gamma_{\max}$ is an estimate of where the description ends, not a sharp material limit.

\section{How the radius depends on the fault energy}

Hold $\mu$, $\nu$, $a$ and $d$ fixed and write $L=\Lambda(R_c)$. Since $R_c=AL$, $A\propto1/\gamma$ and $dL=d\ln R_c$,
\begin{equation}
d\ln R_c=-d\ln\gamma+\frac{d\ln R_c}{L}
\quad\Longrightarrow\quad
\frac{d\ln R_c}{d\ln\gamma}=-\frac{L}{L-1}.
\label{eq:exponent}
\end{equation}
A lower fault energy allows a larger loop, whose larger logarithm raises the shear energy per length and pushes $R_c$ further out. The dependence is therefore steeper than $1/\gamma$. As $\gamma\to0$, $L$ grows without limit and the exponent tends slowly to $-1$.

If $d$ alone varies, $d\ln R_c=(d\ln R_c-d\ln d)/L$, so the exponent of $d$ is $-1/(L-1)$. The core length has a weaker influence than $\gamma$, but not a negligible one.

\section{Numbers for silicon}

Take the rough values $a=0.543$ nm, $\gamma=60\ \mathrm{mJ/m^2}$ and cubic stiffnesses $C_{11},C_{12},C_{44}=166,64,80$ GPa. Their Voigt averages are $\mu=68.4$ GPa and $\nu=0.217$. The core length is set to $d=a/\sqrt2=0.384$ nm, a model choice.

With $b_s=0.2217$ nm and $1\ \mathrm{GPa\,nm^3}=6.24$ eV,
\begin{equation}
\kappa_s=68.4\times0.2217^2\times\frac{1.783}{4\times0.783}\times6.24
\simeq11.9\ \mathrm{eV/nm}.
\end{equation}
The fault energy is $0.3745\ \mathrm{eV/nm^2}$, so $A=11.94/(0.3745\,\pi)=10.15$ nm and $C=\ln(8\times10.15/0.384)-2=3.35$. Iterating $x\to C+\ln x$ from $x=4$ gives $4.74,\ 4.91,\ 4.95$ and converges to $L=4.955$. Hence
\begin{equation}
R_c=10.15\times4.955\ \mathrm{nm}\simeq50\ \mathrm{nm},
\end{equation}
a loop about $0.1\ \mu$m across, storing about $1.2\times10^5$ interstitials. Solving the balance with the double line integral (\ref{eq:line}) summed numerically, without the logarithmic approximation, gives 50.29 nm, the same as the formula to the printed digits.

At $R_c$ the fault costs about 3.0 keV and so does the shear. The common normal part is about 6.7 keV. At half the radius the perfect loop lies about 0.54 keV above the Frank loop; at twice the radius it lies about 5.1 keV below. The second root of the logarithmic formula, 0.37 nm, is smaller than $d$; there the double sum still puts the perfect loop higher, so that root is spurious.

Equation (\ref{eq:exponent}) gives $-4.955/3.955=-1.25$, and the double sum gives the same value. With all else fixed, $\gamma=40$, 60 and $80\ \mathrm{mJ/m^2}$ give $R_c=83$, 50 and 35 nm. Doubling $\gamma$ from 40 to 80 thus divides $R_c$ by 2.4, not by 2. The estimate $\gamma_{\max}\simeq630\ \mathrm{mJ/m^2}$ (about $700\ \mathrm{mJ/m^2}$ without the logarithmic approximation) is about ten times the chosen value, so the example is well inside the range where a crossing exists.

\section{Equal energy is not spontaneous unfaulting}

The balance compares end states. Consider one path between them: a circular shear loop of radius $r$ grows from the centre of the fault and removes it. The two Shockley shears are treated as one net shear. By equation (\ref{eq:kernel}) this loop does not interact with the normal opening of the Frank loop. The energy change is
\begin{equation}
\Delta E(r)=\kappa_sr\Lambda(r)-\pi\gamma r^2
=\pi\gamma\left[Ar\Lambda(r)-r^2\right].
\end{equation}
Because $r\,d\Lambda/dr=1$, the derivative vanishes when $A(\Lambda+1)=2r$:
\begin{equation}
r_*=\frac A2\left[\ln\frac{8r_*}{d}-1\right].
\end{equation}
The second derivative, $\pi\gamma(A/r-2)$, is negative for $r>A/2$, so the larger root is a maximum. There $A\Lambda=2r_*-A$, and the barrier is
\begin{equation}
\Delta E_*=\pi\gamma\,r_*(r_*-A).
\end{equation}

For the example $r_*=27.1$ nm and $\Delta E_*=0.3745\,\pi\times27.08\times16.93\simeq540$ eV. At $900\,^\circ$C, $kT=0.101$ eV, so the barrier is about $5000\,kT$. Thermal fluctuations cannot carry a loop along this path, even if $R$ is well above $R_c$: the barrier does not depend on $R$ once $R>r_*$. Nucleation at the loop edge, or contact with another dislocation, is a different path whose barrier is not calculated here. A Frank loop larger than $R_c$ may therefore survive as a metastable defect, and $R_c$ alone does not predict when it unfaults.

\section{What the model leaves out}

\paragraph{Unequal cores.} If the Frank loop has core length $d_F$ and the perfect loop keeps $d$, the normal parts no longer cancel. Equation (\ref{eq:gap}) gains $\kappa_nR\ln(d_F/d)$. Since $\kappa_n=26.8$ eV/nm exceeds $\kappa_s$, this matters: $d_F=1.5\,d$ gives 62 nm, and $d_F=d/1.5$ gives 38 nm. Changing both cores together has a smaller effect: halving $d$ gives 59 nm, doubling it 41 nm.

\paragraph{Rotation of the perfect loop.} A perfect loop can glide on the cylinder parallel to its Burgers vector without changing its number of interstitials. On the $(110)$ plane it is pure edge and becomes an ellipse with semi-axes $R$ and $Rb_n/b_P=0.816R$, where $b_P=a/\sqrt2$. The core needs care in this comparison. The factor $e^{-kd}$ smears the dislocation within the plane of its loop, so turning the loop also changes its core energy. The printed radius of 34.7 nm contains this artefact. The core can instead be made independent of the loop plane by replacing $r$ with $r_d=\sqrt{r^2+d^2}$ in the general three-dimensional line energy. If its screw term is written with $1/r_d$, the result on $(111)$ stays at 50 nm. If it is written with $\frac12\nabla^2r_d$, which corresponds to smearing the Burgers vector equally in all directions, the result on $(111)$ is 53 nm. In both cases rotation to $(110)$ lowers $R_c$ only to about 45 nm. The result (\ref{eq:main}) applies to a perfect loop that stays on its $(111)$ plane.

\paragraph{Elastic constants.} The full cubic stiffness tensor gives 48 nm in place of 50 nm. A rough softening of $7\times10^{-5}$ per kelvin lowers the stiffness to 0.939 of its value at 300 K when the crystal is at $900\,^\circ$C. With $\gamma$ held fixed, $R_c$ falls to 46.5 nm.

\paragraph{The wafer surface.} A free surface changes the energies of both loops; this correction is not calculated here. The program prints an image scale of 1.4 per cent for a loop 100 nm deep, found by putting $d=200$ nm in the line integral. That keeps only a decay $e^{-kh}$ with the plane separation $h$. For two parallel planes the integral over $k_z$ contains an extra factor $\cos(k_zh)$, and the normal part then carries $(1+kh)e^{-kh}$. For a simple image in a plane parallel to the loop, the normal part then amounts to about 3.5 per cent of the shear energy, more than the printed number, but it is common to both loops and cancels from $E_P-E_F$. The shear part, whose edge component carries $(1-kh)e^{-kh}$, is only about 0.2 per cent in size. A simple image does not satisfy the free-surface conditions, so none of these numbers is a bound on the surface effect.

\section{The result beside implanted silicon}

The parameters are rough values for bulk silicon. End-of-range loops form below a layer amorphised by implantation, and their sizes depend on the implant and the anneal. For a loop whose radius is comparable with $R_c$, this energy balance alone does not settle which type it is. A real perfect loop need not stay on its $(111)$ plane, since it can rotate by glide; with a core that does not depend on the loop plane, full rotation lowers $R_c$ by about 10 to 15 per cent, depending on how the core is smoothed. Varying $\gamma$ from 40 to $80\ \mathrm{mJ/m^2}$ and $d_F/d$ from $1/1.5$ to $1.5$, with and without this rotation, spreads $R_c$ from about 23 nm to 100 nm or slightly more with such a core. The value of 50 nm is therefore only an order of magnitude.

Loops can also getter metal impurities. If captured atoms lowered $\gamma$ from 60 to $40\ \mathrm{mJ/m^2}$ and left the elastic and core energies unchanged, this model would raise $R_c$ from 50 to 83 nm and so favour the faulted loop over a wider range of sizes. Whether a given metal does this is a separate question. The remaining intermediate values are in the numerical output that follows.

\section*{Numbers as computed}
\begin{verbatim}
lattice parameter a (rough input): 0.543 nm
C11, C12, C44 (rough inputs): 166, 64, 80 GPa
fault energy gamma (rough input): 60 mJ/m^2
Voigt shear modulus mu: 68.4 GPa
Voigt Poisson ratio nu: 0.217
normal Burgers part b_n: 0.3135 nm
shear Burgers part b_s: 0.2217 nm
perfect Burgers length = core length d: 0.3840 nm
number of equivalent smallest shears: 3
prismatic coefficient kappa_n: 26.79 eV/nm
shear coefficient kappa_s: 11.94 eV/nm
length A: 10.151 nm
critical radius R_c, formula: 50.29 nm
critical radius R_c, double sum: 50.29 nm
bracket L = ln(8R_c/d)-2: 4.955 (no unit)
spurious small root: 0.368 nm
fault energy of Frank loop at R_c: 2976 eV
prismatic energy of either loop at R_c: 6675 eV
shear energy of perfect loop at R_c: 2976 eV
total energy of either loop at R_c: 9651 eV
E_perfect - E_Frank at R_c/2: 536 eV
E_perfect - E_Frank at 2R_c: -5119 eV
interstitials stored at R_c: 1.245e+05 atoms
gamma 40 mJ/m^2: R_c 83.1 nm, gamma*R_c 20.74 eV/nm
gamma 60 mJ/m^2: R_c 50.3 nm, gamma*R_c 18.83 eV/nm
gamma 80 mJ/m^2: R_c 34.9 nm, gamma*R_c 17.45 eV/nm
local exponent dlnR_c/dln(gamma), formula: -1.253
local exponent, double sum: -1.253
largest gamma with a solution: 632 mJ/m^2
anneal temperature: 900 C = 1173 K
thermal energy kT: 0.1011 eV
barrier radius r*: 27.08 nm
concentric-sweep barrier: 539 eV
barrier / kT: 5335
R_c with cubic anisotropy: 48.0 nm
R_c with d halved: 58.9 nm
R_c with d doubled: 41.2 nm
R_c, Frank core 1.5 times wider: 61.6 nm
R_c, Frank core 1.5 times narrower: 38.3 nm
rough softening rate: 7e-05 per K
stiffness factor at anneal: 0.939
R_c with softened crystal: 46.5 nm
R_c if perfect loop rotates to (110): 34.7 nm
loop depth (rough input): 100 nm
surface image scale / shear energy: 1.4 percent
\end{verbatim}
